# Pauli rejection in ensemble Monte Carlo: relaxation to Fermi-Dirac occupation

## Definitions and conventions

Let $f(\mathbf k)$ be the mean number of electrons per quantum state, spin counted, so that $0\le f\le 1$. Energies $E$ are measured from the band edge. The bare rate $S(\mathbf k\to\mathbf k')$ is the scattering rate from one state to another when the final state is empty. The lattice is a bath at temperature $T$.

The example is unstrained silicon with no electric field and six equally filled, parabolic, ellipsoidal valleys. The longitudinal and transverse masses are 0.92 and 0.19 free-electron masses, so the density-of-states mass is $m=(0.92\times0.19^2)^{1/3}m_0=0.321\,m_0$. At density $n$ the zero-temperature Fermi energy $E_F$ follows from

$$n=\frac{6\,(2mE_F)^{3/2}}{3\pi^2\hbar^3}.$$

The number of states below $E$ grows as $E^{3/2}$. A sample of $N$ electrons occupies a volume $V=N/n$, which therefore holds $N(E/E_F)^{3/2}$ states below $E$.

Electrons scatter by intervalley phonons of energy $\hbar\omega$. The squared matrix element is $\hbar D^2/(2\rho V\omega)$ times $N_q$ for absorption or $N_q+1$ for emission, where $D$ is the deformation potential, $\rho$ the mass density and $N_q=1/(e^{\hbar\omega/kT}-1)$. Phonons do not flip the spin, so $Z$ final valleys offer $ZV(2m)^{3/2}\sqrt{E'}/(4\pi^2\hbar^3)$ states per unit energy. Multiplying both by $2\pi/\hbar$ gives the total bare rate of one channel,

$$W=\frac{D^2Z\,m^{3/2}\sqrt{E'}}{\sqrt2\,\pi\rho\,\omega\,\hbar^3}\times\{N_q\ \text{or}\ N_q+1\},\qquad E'=E\pm\hbar\omega .$$

If $\mathbf k\to\mathbf k'$ absorbs a phonon, the reverse event emits one. Their ratio is $N_q/(N_q+1)=e^{-\hbar\omega/kT}$, so in either direction

$$\frac{S(\mathbf k\to\mathbf k')}{S(\mathbf k'\to\mathbf k)}=e^{(E-E')/kT}. \tag{1}$$

## What goes wrong when every event is accepted

The naive scheme carries out every proposed event. Flow balances between two states when $S(\mathbf k\to\mathbf k')f=S(\mathbf k'\to\mathbf k)f'$. By (1) this requires $f=Ae^{-E/kT}$, a Maxwell-Boltzmann distribution. The density fixes $A$ through $\int_0^\infty\!\sqrt E f\,dE=\tfrac23E_F^{3/2}$. Since $\int_0^\infty\!\sqrt E\,e^{-E/kT}dE=\tfrac{\sqrt\pi}{2}(kT)^{3/2}$,

$$A=\frac{4}{3\sqrt\pi}\left(\frac{E_F}{kT}\right)^{3/2}.$$

For $n=10^{20}$ cm$^{-3}$ and 300 K, $E_F=74.0$ meV and $kT=25.85$ meV, so $A=0.752\times2.863^{3/2}=3.6$. The scheme puts 3.6 electrons into each state at the band edge. Because $A$ is proportional to $n$, it would be 0.036 at $10^{18}$ cm$^{-3}$. There the fault is a correction of a few per cent, and the two statistics merge as $A\to0$.

## The missing factor and its consequence

An event can occur only if its final state is empty. Neglecting correlations between different states, the chance of this is $1-f'$, and the kinetic equation becomes

$$\frac{df}{dt}=\sum_{\mathbf k'}\left[S(\mathbf k'\to\mathbf k)f'(1-f)-S(\mathbf k\to\mathbf k')f(1-f')\right]. \tag{2}$$

This is the Lugli-Ferry prescription: propose events at the bare rate and accept each with probability $1-f'$. A refused electron keeps its state. One must not redraw final states until one is accepted. That would multiply the rates out of $\mathbf k$ by $\sum S/\sum S(1-f')$, a factor that depends on $\mathbf k$ and in general spoils the pairwise balance.

To see where (2) leads, consider the free energy

$$\Phi=\sum_{\mathbf k}\left\{Ef+kT\left[f\ln f+(1-f)\ln(1-f)\right]\right\}.$$

Its derivative with respect to $f(\mathbf k)$ is $kT\varphi$, with $\varphi=E/kT+\ln[f/(1-f)]$. For one pair of states write $a=S(\mathbf k\to\mathbf k')f(1-f')$ and $b=S(\mathbf k'\to\mathbf k)f'(1-f)$. Equation (1) gives $a/b=e^{\varphi-\varphi'}$. The net flow $a-b$ lowers $f$ and raises $f'$, so the pair contributes

$$kT(\varphi'-\varphi)(a-b)=-kT\,(a-b)\ln\frac ab\le0 .$$

Thus $\Phi$ falls until $a=b$ for every pair that scattering connects. Then $\varphi$ has a common value, called $\mu/kT$, and

$$\ln\frac{f}{1-f}=\frac{\mu-E}{kT},\qquad f=\frac{1}{e^{(E-\mu)/kT}+1}. \tag{3}$$

The word "connects" is a real condition. With a single dispersionless phonon of 62 meV, an electron keeps the remainder of its energy modulo 62 meV. Each remainder forms a separate ladder with its own conserved number of electrons and its own $\mu$. Correct rejection then still fails to give one Fermi-Dirac function. Several phonon energies without a large common divisor remove the fault. Energies rounded to whole meV still conserve the remainder modulo 1 meV, but this is harmless if the start fills all remainders evenly, because 1 meV is far below $kT$.

## From states to a counted table

A simulation has no $f'$, only electrons to count. Divide the states into cells, where cell $c$ has $M_c$ states in the volume $V$ and contains $n_c$ electrons. Without a field, intervalley scattering spreads final states evenly over the energy surface, and an occupation that depends on $E$ alone stays so. Energy shells can then serve as cells, with

$$M_c=N\,\frac{E_{c,\rm top}^{3/2}-E_{c,\rm bottom}^{3/2}}{E_F^{3/2}} .$$

With a field, the cells must also resolve direction and valley.

Write the rate of channel $j$ as $C_j\sqrt{E'}$ and cut the band at $E_{\rm cap}$, well above the occupied energies. No electron scatters faster than $\Gamma=\sum_jC_j\sqrt{E_{\rm cap}}$. The algorithm is:

1. Generate trial times for the whole ensemble as a Poisson process of rate $N\Gamma$.
2. At each trial pick an electron at random, and channel $j$ with probability $C_j/\sum_iC_i$. If $E'$ lies outside the band, nothing happens.
3. Draw $u$ uniformly in $(0,1)$ and set $s=\sqrt{E'/E_{\rm cap}}$. The bare event is proposed if $u<s$.
4. Count the other electrons in the final cell, $n'$. Accept if $u<s\,(1-n'/M')$, and update the table at once.

One random number serves both decisions because, given $u<s$, the ratio $u/s$ is again uniform. The resulting rate per electron is $\Gamma\,(C_j/\sum_iC_i)\,s\,(1-n'/M')=C_j\sqrt{E'}\,(1-n'/M')$, as required.

## What the finite ensemble settles to

Equation (2) neglected correlations, but the algorithm can be judged without that step. Its stationary weight for a configuration of $N$ electrons is

$$\pi\propto\prod_{i=1}^{N}e^{-E_i/kT}\prod_c\prod_{j=0}^{n_c-1}\left(1-\frac{j}{M_c}\right)_+ , \tag{4}$$

where $(x)_+$ means $x$ if positive and zero otherwise. To prove it, move one electron from $\mathbf k$ to $\mathbf k'$, and let $r$ and $r'$ be the numbers of other electrons in the two cells. Before the move, the electron contributes $e^{-E/kT}(1-r/M)_+$ to the weight; after it, $e^{-E'/kT}(1-r'/M')_+$. The forward flow is therefore proportional to

$$e^{-E/kT}\left(1-\frac rM\right)_+S(\mathbf k\to\mathbf k')\left(1-\frac{r'}{M'}\right)_+ ,$$

and the backward flow to the same two brackets times $e^{-E'/kT}S(\mathbf k'\to\mathbf k)$. By (1) they are equal, so every move is balanced by its reverse.

Now sum over positions inside the cells. Let $z_c$ be the average of $e^{-E/kT}$ over the states of cell $c$. There are $N!/\prod_c n_c!$ ways to assign the electrons, and for integer $M_c$ the count distribution becomes

$$P\propto\prod_c\frac{(M_cz_c)^{n_c}}{n_c!}\prod_{j<n_c}\left(1-\frac j{M_c}\right)=\prod_c\binom{M_c}{n_c}z_c^{n_c}.$$

For large $N$ the fixed total can be replaced by a factor $\lambda^{n_c}$ in each cell, with $\lambda$ set by the density. Each count is then binomial, with mean occupation

$$F_c=\frac{\lambda z_c}{1+\lambda z_c}. \tag{5}$$

For narrow cells $z_c\to e^{-E/kT}$, and with $\lambda=e^{\mu/kT}$ this is (3).

## Two ways to spoil the table

**Cells too wide.** The rejection does not distinguish states within a cell, so by (4) the distribution inside it stays Maxwellian, proportional to $e^{-E/kT}$. The cell also acts as if it lay at $-kT\ln z_c$. For width $w$ and nearly constant density of states, expanding the logarithm places this below the mean cell energy by $w^2/(24kT)$. That is 4 meV for $w=50$ meV and 0.04 meV for $w=5$ meV.

**Table too old.** Suppose the table is refreshed only at intervals $\Delta t$. A state with recorded occupation $f$ then gains up to $(1-f)G\Delta t$ on average, where $G=\sum S(\mathbf k'\to\mathbf k)f'$. The available room is $1-f$, so mean overfilling is excluded if $G\Delta t<1$. While $f'\le1$, each incoming channel contributes at most $C_j\sqrt{E_{\rm cap}}$, hence $G\le\Gamma$ and $\Delta t<1/\Gamma$ is sufficient. Fluctuations can still exceed the limit slightly. With immediate updating a cell accepts no electron once $n'\ge M'$, so a cell that starts below capacity stays below occupation $1+1/M$.

## Hot electrons in a silicon drain

The phonon parameters are rough typical values, with $\rho=2330$ kg/m$^3$. Channels with $Z=1$ have energies 12, 19 and 62 meV and $D=0.5$, 0.8 and 11 in units of $10^8$ eV/cm. Channels with $Z=4$ have energies 19, 47 and 59 meV and $D=0.3$, 2 and 2. With $E_{\rm cap}=500$ meV the majorant rate is $\Gamma=21.1$ ps$^{-1}$.

The electrons start with $f=1/8$ up to $4E_F=296$ meV, which gives the right density because $\tfrac18\times4^{3/2}=1$. Their mean energy is $\tfrac35\times296=178$ meV. The ensemble has 2000 electrons and 5 meV cells, of which the lowest has $2000\,(5/74.0)^{3/2}=35$ states. Occupations are averaged over snapshots 0.5 ps apart, from 30 to 120 ps with rejection and from 25 to 70 ps without. Equation (3) at the same density, solved by quadrature and root finding, gives $\mu=65.2$ meV and $f(0)=0.93$.

| Energy (meV) | With rejection | Fermi-Dirac | Without | Maxwell |
|---|---|---|---|---|
| 0–20 | 0.884 | 0.885 | 2.33 | 2.34 |
| 40–60 | 0.641 | 0.638 | 0.55 | 0.53 |
| 80–100 | 0.276 | 0.278 | 0.113 | 0.114 |
| 140–160 | 0.036 | 0.037 | 0.011 | 0.011 |

A weighted straight-line fit of $\ln[f/(1-f)]$ below 160 meV gives 300 K and $\mu=65$ meV. The logarithm of $f$ itself would mislead: from (3) its slope is $-(1-f)/kT$, so at the band edge it suggests $T/(1-f)\approx4000$ K. The mean energy misleads too. It is 62.2 meV, against $\tfrac32kT=38.8$ meV for Maxwell statistics, and setting it equal to $\tfrac32kT_e$ would give $T_e\approx480$ K for electrons that are at 300 K.

In equilibrium 48% of proposed events are refused. The Fermi-Dirac prediction $\sum Sff'/\sum Sf$, summed on a 1 meV energy grid, gives the same fraction.

Equation (2), integrated on that grid by a Runge-Kutta method, provides the cooling curve. Its mean energy is 84, 66 and 62 meV after 0.5, 1 and 2 ps; the ensemble gives 83, 65 and 63 meV. For scale, 2000 independent draws from the starting distribution, whose spread is 78 meV, would have a sampling error of 1.7 meV in the mean. From the same start, the kinetic equation reaches 80 meV in about 0.6 ps with blocking and 0.4 ps without.

The failures can be sized as well:

- With the 62 meV phonon alone, the kinetic solution after 200 ps still differs from Fermi-Dirac by up to 0.09 in occupation.
- With 50 meV cells, the ensemble settles at a mean energy of 57.3 meV, as (5) predicts, which is 8% below the Fermi-Dirac value.
- With a table held for 2 ps, far beyond $1/\Gamma=0.047$ ps, snapshots 0.5 ps apart over the first 6 ps show up to 2.6 electrons per state in the fullest cell. With a table held for 0.02 ps, snapshots 0.02 ps apart show at most 1.0.

## How far this carries to a real drain

A density of $10^{20}$ cm$^{-3}$ is in the range of heavily doped silicon contacts, but several assumptions fail there.

- **Band shape.** In equilibrium, a nonparabolicity of 0.5 eV$^{-1}$ lowers $\mu$ from 65 to 61 meV and changes the mean energy by only 0.2 meV. Hot electrons are affected more. At the same density, a starting occupation of 1/8 then gives a mean energy of 162 instead of 178 meV, and 80 meV is reached about 0.1 ps sooner.
- **Operating temperature.** At 398 K, $f(0)$ is 0.84 and the mean energy 72 meV, so the gas is still degenerate.
- **Phonons held at $T$.** Cooling releases 115 meV per electron, or 1.85 J/cm$^3$. Shared among $5\times10^{22}$ atoms per cm$^3$ at $3k$ each, this warms the lattice by 0.9 K; silicon at 300 K has only about 80% of that heat capacity, so the rise is nearer 1.1 K. Suppose instead that it all enters 62 meV phonons, without decay, spread over six ellipsoids in wave-vector space, each containing the differences between starting wave vectors in two opposite valleys, measured from the valley minima. Each has the volume of a sphere of radius $2\sqrt{2m\cdot4E_F}/\hbar$, with $m$ the density-of-states mass. Counted as separate, the ellipsoids would take the phonon occupation from 0.10 to about 0.16. Folded into the Brillouin zone, however, they overlap. For valley minima at 0.85 of the distance to the zone boundary, only about 77% of their summed volume is distinct. The average occupation is then about 0.18, which corresponds to roughly 380 K for those modes. Electrons that followed them would have a mean energy about 8 meV higher, by interpolation between the 300 K and 398 K results. This figure is not a bound. The even spread understates the heating of the modes that matter: in the cooling solution about 90 of the 115 meV leave through the 62 meV channel, and these phonons crowd at small wave-vector differences. Before any overlap is counted, the added occupation averages about 0.19 per emitted phonon and peaks near 0.55, against 0.06 for the even spread. Reabsorption and phonon decay, both left out here, work the other way.
- **Electron-electron collisions.** Energy-conserving collisions with Pauli factors leave (3) stationary, but they can alter the cooling curve. The plasmon energy, about 0.21 eV for a relative permittivity of 11.7, lies within the starting energy range, so the picosecond times above belong to the phonon-only model.
- **Sharp energies.** At the starting mean energy the bare rate is 10.8 ps$^{-1}$, and $\hbar$ times this is 7 meV. Cells much narrower than that resolve detail which the scattering model does not justify.

Intravalley acoustic phonons are left out; they exchange little energy per event and obey (1), so (3) is unchanged. Scattering by ionized dopants, strong at this density, is not included either. Being nearly elastic, it leaves (3) stationary, but it limits the current. The electric field of a working drain is also left out. A field drives a current and heats the electrons, so the steady state is then not exactly (3). The rejection rule still applies, but with a table resolved in wave vector and valley.
